# Axial Strain Partition in a Long Coherent Core–Shell Nanowire

## Result and setting

A crystalline core is covered by a shell whose relaxed lattice period along the wire is different. If the interface is coherent, core and shell must end up with the same length, so at least one of them is strained. In a long, straight wire with no external load, the axial strains are, to first order in the misfit $f$,

$$
\varepsilon_c=\frac{k_s}{k_c+k_s}\,f,\qquad
\varepsilon_s=-\frac{k_c}{k_c+k_s}\,f,\qquad k_i=E_iA_i. \tag{1}
$$

The subscripts $c$ and $s$ denote core and shell, $E_i$ is the Young modulus along the wire and $A_i$ the unstrained cross-sectional area. The product $k_i$ is an axial stiffness: the force per unit strain. With relaxed axial periods $a_c$ and $a_s$, the misfit is

$$
f=\frac{a_s-a_c}{a_c}. \tag{2}
$$

Each strain is measured from that material's own relaxed length, and tension is positive. For $f>0$ the shell has the larger period; it stretches the core and is itself compressed. Each material's share of the misfit is proportional to the stiffness of the other, so the member with the smaller product $E_iA_i$ deforms more, even if its modulus is the higher one.

The model assumes linear elasticity, a concentric section, free sides and a point far from the ends. It also neglects the transverse stresses that arise because core and shell would prefer different lateral sizes, owing to transverse lattice misfit and differential Poisson contraction. What this neglect costs is worked out below.

## Equal length

Coherence means that atomic planes continue across the interface. A segment therefore contains the same number $N$ of periods in core and shell. Their relaxed lengths are $Na_c$ and $Na_s$, and their final lengths are equal:

$$
Na_c(1+\varepsilon_c)=Na_s(1+\varepsilon_s). \tag{3}
$$

Divide by $Na_c$ and use $a_s/a_c=1+f$ from (2):

$$
1+\varepsilon_c=(1+f)(1+\varepsilon_s)
\quad\Longrightarrow\quad
\varepsilon_c=f+(1+f)\varepsilon_s. \tag{4}
$$

The strains are themselves of order $f$, so the product $f\varepsilon_s$ is of second order. Dropping it gives

$$
\varepsilon_c-\varepsilon_s=f. \tag{5}
$$

Equal length does not mean equal strain, because the two strains are measured from different relaxed lengths. Their difference is fixed by the lattices; the force balance decides how it is divided.

## Zero net force

Far from the ends, every slice of the wire is equivalent to its neighbours. A concentric section has no preferred side towards which to bend, so each material has one uniform axial strain. With transverse stress neglected, Hooke's law is

$$
\sigma_i=E_i\varepsilon_i. \tag{6}
$$

Cut the wire across its axis. No external force acts on either half, so the total force through the cut must vanish:

$$
\sigma_cA_c+\sigma_sA_s=k_c\varepsilon_c+k_s\varepsilon_s=0. \tag{7}
$$

The forces balance, not the stresses. A thin core can carry a large stress against a small stress in a thick shell.

Insert $\varepsilon_s=\varepsilon_c-f$ from (5) into (7):

$$
k_c\varepsilon_c+k_s(\varepsilon_c-f)=0
\quad\Longrightarrow\quad
(k_c+k_s)\varepsilon_c=k_sf. \tag{8}
$$

Division by $k_c+k_s$ gives the core strain in (1). The shell strain follows from (5):

$$
\varepsilon_s=\frac{k_sf}{k_c+k_s}-f
=\frac{k_s-(k_c+k_s)}{k_c+k_s}f
=-\frac{k_cf}{k_c+k_s}. \tag{9}
$$

The length condition need not be linearized. Equation (7) gives $\varepsilon_s=-k_c\varepsilon_c/k_s$. Substitution into (4), followed by multiplication by $k_s$, yields

$$
\varepsilon_c=\frac{k_s}{k_s+(1+f)k_c}\,f. \tag{10}
$$

This keeps the linear force law, with force referred to unstrained area, and so measures only the error made in passing from (4) to (5).

## Limits

If the moduli are equal, they cancel from (1), and the shares are area fractions:

$$
\varepsilon_c=\frac{A_s}{A_c+A_s}f,\qquad
\varepsilon_s=-\frac{A_c}{A_c+A_s}f. \tag{11}
$$

For a circular core of radius $R_c$ and a shell of thickness $t\ll R_c$, the shell area is $A_s=\pi[(R_c+t)^2-R_c^2]\simeq2\pi R_ct$. If the moduli are comparable, then $k_s\ll k_c$, and

$$
\varepsilon_c\simeq\frac{k_s}{k_c}f
\simeq\frac{E_s}{E_c}\frac{2t}{R_c}f,\qquad
\varepsilon_s\simeq-f. \tag{12}
$$

The core acts as a nearly rigid substrate, and the shell takes almost all the misfit. In the opposite limit, $k_s\gg k_c$, the core strain tends to $f$ and the shell strain to $-(k_c/k_s)f$: the shell now dictates the length. The misfit is shared equally when $k_c=k_s$.

## Energy

The same force balance follows from minimizing energy at a fixed number of periods. Let $a$ be the common final period, so that $\varepsilon_i=a/a_i-1$. The axial energy per period is

$$
W(a)=\tfrac12a_ck_c\varepsilon_c^2+\tfrac12a_sk_s\varepsilon_s^2. \tag{13}
$$

Since $d\varepsilon_i/da=1/a_i$, the factors $a_i$ cancel on differentiation:

$$
\frac{dW}{da}=k_c\varepsilon_c+k_s\varepsilon_s. \tag{14}
$$

Setting this to zero recovers (7). To leading order, the energy per unit length at the minimum is

$$
U=\frac{k_c\varepsilon_c^2+k_s\varepsilon_s^2}{2}
=\frac{f^2}{2}\,\frac{k_ck_s^2+k_sk_c^2}{(k_c+k_s)^2}
=\frac{Kf^2}{2},\qquad
K=\frac{k_ck_s}{k_c+k_s}. \tag{15}
$$

The last step takes $k_ck_s(k_s+k_c)$ out of the numerator. The stiffness $K$ is that of two springs in series, because the two strain magnitudes add up to $f$.

## What the Poisson effect changes

Let $z$ be the wire axis. For an isotropic material with Poisson ratio $\nu_i$, Hooke's law with transverse stress restored is

$$
E_i\varepsilon_i=\sigma_z-\nu_i(\sigma_x+\sigma_y). \tag{16}
$$

Suppose first that neither layer constrained the other laterally. Measured against the core lattice, the core would have lateral strain $-\nu_c\varepsilon_c$ and the shell $f_t-\nu_s\varepsilon_s$, where $f_t$ is the transverse lattice misfit. For equal ratios $\nu$, the mismatch is

$$
(f_t-\nu\varepsilon_s)-(-\nu\varepsilon_c)
=f_t+\nu(\varepsilon_c-\varepsilon_s)=f_t+\nu f. \tag{17}
$$

Equal Poisson ratios therefore do not remove differential contraction: one member is stretched and the other compressed, so their lateral responses have opposite signs. In this case the stress is uniaxial only if $f_t=-\nu f$. Two cubic lattices with the same orientation have $f_t=f$, and transverse stress is then unavoidable.

Its effect on the axial force can be found without solving for the stress field. Far from the ends the stress does not vary along $z$, so in-plane equilibrium reads $\sum_\beta\partial_\beta\sigma_{\alpha\beta}=0$, with $\alpha,\beta=x,y$. Using $\partial_\beta x_\alpha=\delta_{\alpha\beta}$,

$$
\sum_{\alpha\beta}\partial_\beta(x_\alpha\sigma_{\alpha\beta})
=\sigma_x+\sigma_y+\sum_\alpha x_\alpha\sum_\beta\partial_\beta\sigma_{\alpha\beta}
=\sigma_x+\sigma_y. \tag{18}
$$

Integrate over the section and apply the divergence theorem in each material. The interface terms cancel because the traction is continuous there, and the outer boundary contributes nothing because it is free:

$$
\int(\sigma_x+\sigma_y)\,dA=0. \tag{19}
$$

Let $T_c$ be the part of this integral over the core; the shell part is $-T_c$. Integrating $\sigma_z$ from (16) and requiring zero axial force gives

$$
k_c\varepsilon_c+k_s\varepsilon_s+(\nu_c-\nu_s)T_c=0. \tag{20}
$$

With $\varepsilon_s=\varepsilon_c-f$, the corrected core strain is

$$
\varepsilon_c=\frac{k_sf-(\nu_c-\nu_s)T_c}{k_c+k_s}. \tag{21}
$$

For equal Poisson ratios the correction vanishes, whatever the transverse misfit. The strain partition (1) then holds within linear elasticity although the stress is not uniaxial. This was tested with the full elastic solution of a concentric cylinder for $\nu=0$, $0.2$ and $0.4$, each with $f_t=-1\%$, $0$ and $+1\%$: all nine core strains agreed with (1) to within $10^{-11}$. The simple stress (6) has no such protection, because (16) contains the local transverse stress and not its integral over the whole section.

## Worked example

Take a core radius of 10 nm, an outer radius of 20 nm, $E_c=140$ GPa, $E_s=120$ GPa and $f=1\%$. The areas are

$$
A_c=\pi(10)^2=314.16\ \mathrm{nm^2},\qquad
A_s=\pi(20^2-10^2)=942.48\ \mathrm{nm^2}.
$$

Since $1\ \mathrm{GPa\,nm^2}=1$ nN, the stiffnesses are $k_c=140\times314.16=43\,982$ nN and $k_s=120\times942.48=113\,097$ nN. Equation (1) gives

$$
\varepsilon_c=\frac{113\,097}{157\,080}\times1\%=0.720\%,\qquad
\varepsilon_s=-\frac{43\,982}{157\,080}\times1\%=-0.280\%.
$$

Their difference is 1%, as (5) requires. The forces are $+317$ nN in the core and $-317$ nN in the shell. The simple stresses are 1.01 and $-0.34$ GPa, in the inverse ratio of the areas. The axial energy (15) is 9.88 eV/nm; this is the energy of the uniaxial model only. Equation (10), which keeps the unlinearized length condition, gives a core strain of 0.718%, as does direct minimization of (13).

With core radius, moduli and misfit held fixed, shell thickness changes the partition as follows.

| Shell (nm) | Core strain (%) | Shell strain (%) |
|---:|---:|---:|
| 1 | 0.153 | −0.847 |
| 5 | 0.517 | −0.483 |
| 10 | 0.720 | −0.280 |
| 20 | 0.873 | −0.127 |
| 40 | 0.954 | −0.046 |

At 1 nm, the thin-shell formula (12) gives $(120/140)(2/10)\times1\%=0.171\%$, about 12% above the value from (1). The shares are nearly equal at 5 nm because the stiffnesses are then nearly equal.

Now restore the transverse stress, with $\nu_c=0.19$, $\nu_s=0.20$ and $f_t=f$. The full cylinder solution has $\sigma_x=\sigma_y=0.579$ GPa in the core, so $T_c=2\times0.579\times314.16=364$ nN. By (21), the core strain rises by $0.01\times364/157\,080=0.0023\%$, to 0.722%. With ratios of 0.1 and 0.4 instead, it would be 0.782%, about 9% above the simple result. Close Poisson ratios thus keep the effect of transverse stress on the partition small; in this geometry, a large difference between them makes it appreciable.

The stress changes much more. From (16), the core's axial stress is

$$
\sigma_z=140\times0.00722+0.19\times2\times0.579=1.23\ \mathrm{GPa}.
$$

The simple value of 1.01 GPa is 18% below this. For strain, (1) is adequate here; for stress, the transverse terms must be kept. The same holds for the stored energy: with $f_t=f$ the full elastic energy is about 23.4 eV/nm, some 2.4 times the uniaxial value of (15).

## Ends, surfaces and temperature

At a free end the axial stress vanishes, and the partition develops over some distance. A finite-element calculation for a wire 200 nm long, with the same parameters, gives 0.722% in the middle, in agreement with the infinite cylinder. The core-averaged strain differs from its middle value by more than 5% only within about 28 nm of each end, or 1.4 outer radii. For (1) to describe most of a wire with this section, the wire must therefore be much longer than the roughly 57 nm occupied by the two end zones.

A surface stress $\gamma$, taken as isotropic and tensile, pulls along the wire with force $2\pi R\gamma$, where $R$ is the outer radius. The interior must carry the opposite force. The curved surface also exerts a pressure $\gamma/R$, which changes the right side of (19) to $R(-\gamma/R)(2\pi R)=-2\pi R\gamma$. For equal Poisson ratios, the force balance becomes

$$
k_c\varepsilon_c+k_s\varepsilon_s-2\pi R\gamma\nu=-2\pi R\gamma. \tag{22}
$$

Both strains therefore shift by

$$
\Delta\varepsilon=-\frac{2\pi R\gamma(1-\nu)}{k_c+k_s}. \tag{23}
$$

For an assumed $\gamma=1$ N/m, the shift is $-0.064\%$. This is 9% of the core strain and 23% of the magnitude of the shell strain. At fixed proportions the stiffnesses grow as $R^2$, so the shift falls as $1/R$.

Temperature acts through $f$. If the shell's expansion coefficient exceeds the core's by $10^{-6}\ \mathrm{K^{-1}}$, cooling by 400 K lowers the misfit by 0.04% and the core strain by $0.72\times0.04\%=0.029\%$. Here the stated 1% is the misfit at the growth temperature.

## Loss of coherence

Equation (3) fails if misfit dislocations interrupt the atomic planes. Consider loops around the core whose Burgers vector, of length $b$, lies along the wire and relieves the misfit. One loop in a length $L$ reduces the average misfit to $f-b/L$. If this relief is treated as uniform along $L$, the axial energy released is, by (15),

$$
\frac{KL}{2}\left[f^2-\left(f-\frac bL\right)^2\right]
=Kfb-\frac{Kb^2}{2L}\simeq Kfb \tag{24}
$$

for large $L$. A rough energy for the loop, with $\mu_c=E_c/[2(1+\nu_c)]$ the core's shear modulus, is

$$
W_\ell\simeq2\pi R_c\,\frac{\mu_cb^2}{4\pi(1-\nu_c)}
\left[\ln\frac{R_c}{b}+1\right]. \tag{25}
$$

This is a circumference times an estimated line energy; the constant beside the logarithm is uncertain. For $b=0.4$ nm, the loop costs roughly 1500 eV and releases about 790 eV, so at 1% misfit it is unfavourable. The two energies are equal at a misfit of about 1.9%.

Equation (24) omits transverse stress. Since $Kf=k_c\varepsilon_c$ is the simple core force, the released energy is this force times $b$. Replacing the simple stress by the full one raises it by the factor $1.23/1.01=1.22$ and lowers the estimated limit to about 1.6%. The example still lies below it. This is an energy comparison for one type of loop, not a prediction of when dislocations form. In a zinc-blende wire along [111] or [001], the usual ⟨110⟩-type Burgers vectors are not parallel to the axis, and only their axial component relieves the axial misfit.

## Comparison with real nanowires

The parameters lie roughly in the regime of III–V semiconductor core–shell nanowires. Such crystals are elastically anisotropic. Along a cubic [111] or [001] axis, rotational symmetry allows the axial strain to depend on transverse stress only through $\sigma_x+\sigma_y$. Equation (16) keeps its form, with $E_i$ and $\nu_i$ taken for that axis. For rough cubic constants, (1) gives a core strain of 0.720% along [111] and 0.709% along [001], a change of 1.5%: both moduli fall strongly, but their ratio changes little. With the transverse stress and the full cubic anisotropy included ($f_t=f$), the core strains become 0.722% and 0.715%. The stress correction depends more on direction: the mean core axial stress is about 1.19 times the simple value along [111] and 1.50 times along [001], where the Poisson ratios are near 0.3, so the factor 1.22 of the isotropic example applies only roughly, and only to [111]. Real wires may also contain dislocations or have uneven shells. One loop of the type above per 200 nm would lower the misfit, averaged along the wire, by $0.4/200=0.2\%$, and hence the average strain magnitudes by about a fifth. This relief is concentrated near the loops; several wire radii away the interface is still coherent, and the strains return to their unrelieved values. An uneven shell bends the wire and adds a strain that varies linearly across the section. In the uniaxial model this addition carries no net force if position is measured from the stiffness-weighted centroid, so (1) then gives the strains on the line through that centroid about which the section bends, and not throughout each material. The remaining inputs and results are listed in the numerical output.

## Numbers as computed

```
Core radius: 10.0 nm
Outer radius: 20.0 nm
Core area: 314.16 nm^2
Shell area: 942.48 nm^2
Core Young modulus: 140.0 GPa
Shell Young modulus: 120.0 GPa
Core, shell Poisson ratio: 0.19, 0.20
Misfit: 1.000 %
Core axial stiffness k: 43982.3 nN
Shell axial stiffness k: 113097.3 nN
Core strain, first order: 0.7200 %
Shell strain, first order: -0.2800 %
Core force, simple model: 316.67 nN
Shell force, simple model: -316.67 nN
Core stress, simple model: 1.0080 GPa
Shell stress, simple model: -0.3360 GPa
Stored axial energy: 9.883 eV/nm
Shell 1 nm thick: core 0.1525 %, shell -0.8475 %
Shell 5 nm thick: core 0.5172 %, shell -0.4828 %
Shell 10 nm thick: core 0.7200 %, shell -0.2800 %
Shell 20 nm thick: core 0.8727 %, shell -0.1273 %
Shell 40 nm thick: core 0.9536 %, shell -0.0464 %
Core strain, energy minimum: 0.7180 %
Core strain, full cylinder: 0.7223 %
Core strain, full, ratios 0.1 and 0.4: 0.7818 %
Core transverse stress, full: 0.5789 GPa
Core axial stress, full: 1.2312 GPa
Finite wire total length: 200.0 nm
Core strain at its middle: 0.7223 %
End zone, core strain off by over 5 %: 27.5 nm
Assumed surface stress: 1.0 N/m
Strain shift from surface stress: -0.0642 %
Assumed expansion difference: 1.0e-06 1/K
Assumed cooling: 400 K
Core strain shift from cooling: -0.0288 %
Core c11, c12, c44: 120, 54, 60 GPa
Shell c11, c12, c44: 103, 50, 51 GPa
Axis [111]: moduli 142.5, 122.3 GPa; core strain 0.7202 %
Axis [001]: moduli 86.5, 70.3 GPa; core strain 0.7092 %
Assumed Burgers vector: 0.40 nm
Rough loop energy: 1530 eV
Axial energy released per loop: 791 eV
Rough misfit limit for coherence: 1.94 %
```
